# Why confinement does not make silicon nanocrystals direct-gap emitters

A calculation of light emission from a silicon nanocrystal must decide whether dipole matrix elements between the band-edge states of the frozen lattice are enough, or whether phonons must be included. The frozen-lattice calculation gives the zero-phonon (ZP) rate. If phonon-assisted (PA) recombination is stronger, that calculation misses most of the emission. For the spherical model dots treated below, averaged over a narrow range of diameters around 3 nm, it misses all but about one part in seventy.

## The belief and its appeal

The belief runs as follows. Bulk silicon emits poorly because its conduction minimum and valence maximum lie at different crystal momenta. A nanocrystal has no translational symmetry, so crystal momentum is no longer conserved. The transition becomes allowed without a phonon, and the nanocrystal is therefore a direct-gap emitter.

The first two sentences are sound, and a ZP transition does become allowed. The error is in the last step, because an allowed transition may still be very weak. The electron stays in valleys centred at $k_0=0.85(2\pi/a)$, where $a$ is the lattice constant, and the hole stays near $\Gamma$, the zone centre. Confinement spreads each state in momentum by roughly $\pi/R$, with $R$ the dot radius. What counts is how much of that spread reaches across $k_0$.

## The zero-phonon amplitude

I use single-valley envelope theory for one electron-hole pair. In a volume $V$ the two states are

$$
\psi_c=\sum_{\mathbf k}A(\mathbf k-\mathbf k_0)|c,\mathbf k\rangle,\qquad
\psi_v=\sum_{\mathbf k}B(\mathbf k)|v,\mathbf k\rangle ,
$$

where $A$ and $B$ are the Fourier coefficients of the envelopes $\phi_e$ and $\phi_h$. The photon momentum is negligible, so the momentum operator connects equal $\mathbf k$. Taking its interband element $p$ as constant gives

$$
M_{\rm ZP}=p\sum_{\mathbf k}B^*(\mathbf k)A(\mathbf k-\mathbf k_0)=pF(\mathbf k_0),
\qquad
F(\mathbf q)=\int\phi_h^*\phi_e\,e^{i\mathbf q\cdot\mathbf r}\,d^3r .
$$

Strengths are quoted in units of $|p|^2$. A direct-gap dot has $k_0=0$, so with equal normalized envelopes $F=1$ and its strength is 1. The silicon dot has strength $F(k_0)^2$.

For a hard-walled sphere with isotropic masses, both ground envelopes are

$$
\phi(r)=\frac{\sin(\pi r/R)}{r\sqrt{2\pi R}} .
$$

The angular average of $e^{i\mathbf q\cdot\mathbf r}$ is $\sin(qr)/(qr)$. With $x=r/R$ and $Q=qR$,

$$
F=\frac{2}{Q}\int_0^1\frac{\sin^2(\pi x)\sin(Qx)}{x}\,dx .
$$

Now use $\sin^2(\pi x)=\tfrac12[1-\cos(2\pi x)]$ and

$$
\sin(Qx)\cos(2\pi x)=\tfrac12\{\sin[(Q+2\pi)x]+\sin[(Q-2\pi)x]\}.
$$

Since $\int_0^1\sin(bx)/x\,dx={\rm Si}(b)$, the sine integral,

$$
F=\frac1Q\left[{\rm Si}(Q)-\tfrac12{\rm Si}(Q+2\pi)-\tfrac12{\rm Si}(Q-2\pi)\right].
$$

For large $Q$, insert ${\rm Si}(x)\simeq\pi/2-\cos x/x$. The constants cancel, and $\cos(Q\pm2\pi)=\cos Q$, so

$$
F\simeq-\frac{\cos Q}{Q}\left[\frac1Q-\frac{Q}{Q^2-4\pi^2}\right]
=\frac{4\pi^2\cos Q}{Q^2(Q^2-4\pi^2)} .
$$

At leading order $F\simeq4\pi^2\cos Q/Q^4$. Replacing $\cos^2Q$ by its mean of one half gives

$$
\overline{F^2}\simeq\frac{8\pi^4}{(k_0R)^8}.
$$

The ZP strength thus falls as $R^{-8}$. The power reflects both the hard wall, where the envelopes vanish linearly and their product has a jump in its second derivative, and the curvature of that wall. A flat wall facing the valley gives a slower fall. For a hard-walled cube of side $L$ with $\mathbf k_0$ along a face normal, $|F|=8\pi^2|\sin(k_0L/2)|/[k_0L\,|k_0^2L^2-4\pi^2|]$, so the ZP strength falls only as $L^{-6}$. Smooth confinement gives a faster fall. If both envelopes are the same Gaussian, with $\phi^2\propto e^{-r^2/b^2}$, then $F=e^{-k_0^2b^2/4}$.

## The phonon-assisted strength

A phonon can supply $\mathbf k_0$ directly. Take one effective optical branch of constant frequency $\omega$ in a crystal of density $\rho$. Let $D$ be the energy per unit displacement that couples the valley to the conduction state at $\Gamma$. One mode then has the squared coupling

$$
g^2=\frac{D^2\hbar}{2\rho\omega V}.
$$

In second order the electron emits a phonon $\mathbf q$, passes virtually through a $\Gamma$ conduction state with envelope $\chi_m$, and recombines. If the energy denominator is a constant $\Delta$, the magnitude of the amplitude is

$$
|M_{\mathbf q}|=\frac{|p|g\sqrt{n+1}}{\Delta}
\left|\sum_m\int\phi_h^*\chi_m\,d^3r\int\chi_m^*\phi_e e^{i(\mathbf k_0-\mathbf q)\cdot\mathbf r'}d^3r'\right| ,
$$

with $n$ the thermal phonon occupation. The $\chi_m$ form a complete set, so the sum over $m$ sets $\mathbf r'=\mathbf r$ and leaves $F(\mathbf k_0-\mathbf q)$. Different phonons are different final states, so their probabilities add. Parseval's theorem gives

$$
\sum_{\mathbf q}|F(\mathbf k_0-\mathbf q)|^2=V\int|\phi_e\phi_h|^2d^3r\equiv V I_4 .
$$

Absorption contributes the same sum with $n$ in place of $n+1$. In total,

$$
S_{\rm PA}=(2n+1)\,v\,I_4,\qquad v=\frac{D^2\hbar}{2\rho\omega\Delta^2},
$$

where $v$ has the dimension of a volume. For the sphere,

$$
I_4=\frac{1}{\pi R^3}\int_0^1\frac{\sin^4(\pi x)}{x^2}\,dx .
$$

Integrate by parts. The boundary terms vanish, and $4\sin^3\theta\cos\theta=\sin2\theta-\tfrac12\sin4\theta$, so the integral equals $\pi[{\rm Si}(2\pi)-\tfrac12{\rm Si}(4\pi)]$. Hence

$$
I_4=\frac{{\rm Si}(2\pi)-\tfrac12{\rm Si}(4\pi)}{R^3}=\frac{0.672}{R^3}.
$$

The phonon channel needs no distant Fourier tail. It falls as the inverse volume, and the ratio of the averaged strengths is

$$
\frac{S_{\rm PA}}{\overline{F^2}}\simeq
(2n+1)\,\frac{0.672\,v}{R^3}\,\frac{(k_0R)^8}{8\pi^4}\propto R^5 .
$$

Averaged over the oscillation of $F$, shrinking the dot strengthens both channels, but the ZP channel gains faster. This is the true content of the belief. In a single dot the ZP strength can also fall over part of the size range as the dot shrinks. At low temperature $2n+1\to1$, so phonon emission survives cooling.

## What supplies the momentum without a phonon

A finite chain shows the mechanism without envelopes. Let $S_1$ and $S_2$ be the matrices connecting first and second neighbours on $N$ sites, and let the conduction Hamiltonian be $H=t_1S_1+t_2S_2$, with its minima away from $k=0$. The valence state $v$ is the eigenvector $S_1v=\tau v$ with the largest $\tau$. The optical operator acts within each site, so the ZP amplitude is proportional to $\langle v|c\rangle$.

Two first-neighbour steps lead to a second neighbour or back to the start. There are two ways back from an interior site and one from an end site. With $P$ the projector on the two end sites,

$$
S_1^2=S_2+2-P\quad\Rightarrow\quad S_2=S_1^2-2+P .
$$

Take $\langle v|H|c\rangle=E_c\langle v|c\rangle$ and let $S_1$ act to the left:

$$
E_c\langle v|c\rangle=E_\Gamma\langle v|c\rangle+t_2(v_1c_1+v_Nc_N),
\qquad E_\Gamma=t_1\tau+t_2(\tau^2-2).
$$

Therefore

$$
\langle v|c\rangle=\frac{t_2(v_1c_1+v_Nc_N)}{E_c-E_\Gamma}.
$$

In this chain the ends supply the missing momentum. The denominator is the distance to the $\Gamma$ conduction state, as in the phonon process apart from the phonon energy. The surface acts at the ends, where both states are small, while phonons act throughout the volume.

On a chain of length $L$, each state has an envelope with amplitude of order $L^{-1/2}$ and wavevector of order $1/L$, so its end value scales as $L^{-3/2}$. The ZP strength then scales as $(L^{-3})^2=L^{-6}$. The PA strength scales as $\sum_jv_j^2c_j^2\sim L^{-1}$, and the ratio again grows as the fifth power of size. Diagonalizing chains of 80–119 and 240–279 sites, and averaging within each group over the two lowest conduction states, gave decay powers of 5.96 and 1.00. For a 20-site chain, a diagonalization that included one explicit phonon agreed with second-order theory to 0.03% of the PA strength at a weak coupling of 0.002, with $t_2=0.15$ and a phonon energy of 0.06 in the same units. The deviation grows with the coupling, to 5% at 0.03. The chain supports the exponents, not the prefactor of envelope theory: with the minima at $0.85\pi$ per site, the continuum envelope integral overestimates its ZP strength by a factor of about 2.8.

## A 3 nm silicon dot

The following rough typical values for silicon are used at 300 K: $a=0.543$ nm, $D=50$ eV/nm, $\rho=2330$ kg/m³, $\hbar\omega=0.057$ eV and $\Delta=2.2$ eV. They give $k_0=9.836$ nm⁻¹ and $2n+1=1.248$. In SI units the coupling volume is

$$
v=\frac{(8.01\times10^{-9})^2(1.055\times10^{-34})^2}
{2(2330)(9.13\times10^{-21})(3.52\times10^{-19})^2}\ {\rm m^3}
\simeq1.35\times10^{-4}\ {\rm nm^3}.
$$

With $R=1.5$ nm,

$$
S_{\rm PA}=1.248\,(1.35\times10^{-4})\,\frac{0.672}{1.5^3}=3.4\times10^{-5}.
$$

The full sine-integral formula at $Q=14.75$ gives $F=-3.8\times10^{-4}$, hence $F^2=1.4\times10^{-7}$ and a ratio of about 235. This value depends on where the diameter falls in the oscillation of $F$. A fairer figure for an ensemble averages both strengths over one period of $\cos^2Q$, which is $2\pi/k_0=0.64$ nm in diameter:

| Diameter (nm) | Mean ZP | Mean PA | PA/ZP |
|---|---|---|---|
| 2 | $2.3\times10^{-5}$ | $1.2\times10^{-4}$ | 5 |
| 3 | $5.0\times10^{-7}$ | $3.4\times10^{-5}$ | 69 |
| 4 | $5.3\times10^{-8}$ | $1.4\times10^{-5}$ | 270 |
| 5 | $5.7\times10^{-9}$ | $7.3\times10^{-6}$ | 1300 |

The growth is not a clean fifth power. The leading large-$Q$ law is not yet accurate at these sizes: the term $-4\pi^2$ in the denominator of $F$ still matters, and at 2 nm so do the terms dropped from the expansion of ${\rm Si}$. The average also leaves some oscillation behind, because the ZP strength falls steeply across the averaging window.

Two conclusions follow for this model. At 3 nm phonons carry nearly all the emission. The total strength, $3.5\times10^{-5}$, is also about 29,000 times below that of a direct-gap dot with the same $p$, envelopes and photon energy. Every PA figure scales with $v\propto D^2$, which has not been calibrated here against a measured phonon-assisted rate, so these absolute numbers are rough.

ZP dominance would not make the dot direct either. The last diameter at which the two unaveraged strengths are equal is 1.57 nm, and there each is only about $2\times10^{-4}$. Halving or doubling $D$ moves this crossover to 2.06 or 1.48 nm. The uneven shifts reflect the oscillation of $F$. Envelope theory is itself doubtful for so few lattice constants, so these diameters indicate a scale and no more.

At 3 nm, confinement does not lift the valley electron to the $\Gamma$ edge either. With $m=0.258$ electron masses, the harmonic mean of 0.92, 0.19 and 0.19, the hard wall raises the electron by $\hbar^2\pi^2/(2mR^2)=0.65$ eV. With the $\Gamma$ edge held at its bulk position, 1.55 eV still separates them. At 1.57 nm the same formula gives about 2.4 eV, which exceeds $\Delta$. With a finite barrier of 3.2 eV and an outside mass of 0.5 electron masses the shift is about 1.2 eV, still about half of $\Delta$. The constant denominator is therefore unreliable there, which is a further reason to read the crossover diameters only as a scale.

## Where the conclusion can fail

Each correction below is evaluated at 3 nm with the other settings held fixed, and compared with the ratio of 69.

- **Finite walls.** Barriers of 3.2 eV for electrons and 4.5 eV for holes, with an outside mass of 0.5 electron masses, let both carriers leak out. The ratio becomes 62, a value that depends on the change of mass at the wall as well as on the leakage.
- **Anisotropic mass.** Longitudinal and transverse electron masses of 0.92 and 0.19, in a hard sphere, raise the ratio to about 430.
- **Valley mixing.** A state $\sum_jc_j\psi_j$ built from six valleys has a ZP strength of at most $6F^2$, by the Cauchy–Schwarz inequality. This bound takes one common $p$ for all valleys. In silicon, with spin-orbit coupling ignored, a valley emits only light polarized across its own axis, so four of the six valleys couple to a given polarization and the gain over the valley-averaged strength is at most four. If different valleys used entirely different phonons, its PA strength would be unchanged and the ratio could fall to 11. This is only approximate at 3 nm. Opposite valleys lie $0.30(2\pi/a)$ apart once a reciprocal lattice vector is added, so their phonons overlap, and mixing could raise or lower the PA strength by roughly 40%. At 5 nm the effect is below 10%. If all six mixed states are equally populated, their mean ZP strength returns to $F^2$.
- **A second virtual path.** The hole may scatter instead, through valence states about 3.0 eV away. With equal coupling, the PA strength is multiplied by $(1\pm2.2/3.0)^2$, which is 0.07 or 3.0 depending on the relative sign.
- **Energy shifts.** Subtracting the electron's hard-wall confinement energy from $\Delta$, with the virtual $\Gamma$ state left at its bulk energy, would double the PA strength. Confinement also shifts the virtual $\Gamma$ state, which changes this gain. That shift is not calculated here, because silicon's lowest $\Gamma$ conduction level has branches that curve both upwards and downwards. The lower photon energy after phonon emission reduces the PA rate by about 3%.

With the phonon overlap between opposite valleys neglected, combining finite walls, the full valley enhancement and destructive interference gives a ratio of 0.74 at 3 nm and 10 at 5 nm. With a valley gain of four in place of six the 3 nm figure is 1.1. In a sphere, clear phonon dominance at 3 nm therefore survives each of these corrections taken alone but not this combination, while at 5 nm it survives the combination too. The combination is not a strict lower limit, since the atomic structure of the interface and the variation of $p$ with $\mathbf k$ are left out.

Shape can matter more than any of these corrections. The silicon valleys lie along the face normals of a cube with {100} faces. Such a hard-walled cube has $I_4=27/(8L^3)$, so PA/ZP grows only as $L^3$. For cubes with the volumes of spheres 2, 3, 4 and 5 nm across, the ratios averaged over one oscillation are about 0.4, 1.5, 5 and 12, and the last crossover lies near 2.9 nm. The fifth power and the figure of 69 belong to the sphere.

The parameters are rough values meant for a roughly spherical silicon nanocrystal in silicon dioxide. Such nanocrystals typically show room-temperature emission lifetimes of roughly microseconds to hundreds of microseconds, against roughly nanoseconds for many direct-gap dots. That contrast is in keeping with the small strengths found here, although measured lifetimes also contain nonradiative loss. Real samples do not have the smooth, featureless spherical wall assumed here. Finite barriers together with the change of mass at the wall lower the ratio by about 10% at 3 nm and by about a third at 5 nm. Valley mixing lowers it by up to a factor of four if the phonon overlap between opposite valleys is neglected, and flat faces normal to the valleys lower it much further. Atomic steps, bonding at the oxide and defects could add further ZP strength that this model cannot size.

For the opening decision, a frozen-lattice rate should not be taken as the total radiative rate of a silicon dot several nanometres across unless the phonon channel has been calculated and found small. For dots up to about 3 nm, with flat faces normal to the valley axes, or with strongly scattering interfaces, both channels should be computed with the atoms treated explicitly. The numerical output lists the remaining values.

## Numbers as computed

```
INPUTS (rough typical silicon values)
lattice constant 0.543 nm; valley k0 9.836 1/nm
coupling D 50 eV/nm; density 2330 kg/m^3
phonon energy 0.057 eV; temperature 300 K
Gamma denominator 2.2 eV; indirect gap 1.12 eV
masses ml 0.92, mt 0.19, mean me 0.258, mh 0.50 m0
barriers: electron 3.2, hole 4.5 eV; mass 0.50 m0
relative permittivity 11.7; valence path 3.0 eV
CHECKS
I4*R^3: closed 0.672071, phonon sum 0.672071
overlap / large-Q law at Q=20 pi: 0.99694
chain decay powers: ZP 5.964, PA 0.997
chain PA / envelope formula, long chains: 0.9979
explicit phonon / second-order strength: 0.99973
HARD-WALL EXAMPLE
phonon occupation 0.1239; factor 2n+1 1.2479
coupling volume D^2 hbar/(2 rho omega Delta^2) 1.350e-04 nm^3
averaging period in diameter 0.639 nm
at exactly 3 nm: Q 14.753, F -3.776e-04
d 2 nm: mean ZP 2.33e-05, PA 1.19e-04, PA/ZP 5.11
d 3 nm: mean ZP 5.00e-07, PA 3.43e-05, PA/ZP 68.6
d 4 nm: mean ZP 5.30e-08, PA 1.43e-05, PA/ZP 271
d 5 nm: mean ZP 5.72e-09, PA 7.30e-06, PA/ZP 1.28e+03
last crossover for D=25 eV/nm: 2.06 nm
last crossover for D=50 eV/nm: 1.57 nm
last crossover for D=100 eV/nm: 1.48 nm
NEGLECTED EFFECTS AT 3 nm
hard-wall energies: electron 0.647, hole 0.334 eV
finite-wall energies: electron 0.439, hole 0.283 eV
Gamma edge above confined electron, hard wall 1.553 eV
PA factor if denominator loses E_e: 2.01
Coulomb energy 0.147 eV; finite-wall photon 1.695 eV
photon-energy factor for phonon emission 0.966
PA/ZP with anisotropic electron mass 432
PA/ZP with finite barriers: 3 nm 62.4, 5 nm 849
hard-wall PA/ZP with sixfold valley bound 11.4
second-path PA factors: 0.071 to 3.004
pessimistic PA/ZP, 3 nm: 0.74
pessimistic PA/ZP, 5 nm: 10.1
```
